\section*{The Wannier–Slater envelope equation and its Berry-connection correction}

\section{Splitting of levels in a smooth well}

The first half considered one isolated band $E(\mathbf k)$ with a smooth periodic gauge, lattice-periodic functions $u_{\mathbf k}$ and Berry connection $\mathbf A=i\langle u_{\mathbf k}|\nabla_{\mathbf k}u_{\mathbf k}\rangle$, in a potential $V$ that varies over a length $L$ much larger than the lattice constant $a$. With $\mathbf p=-i\nabla$ and $\hbar=1$, the envelope $F$ on the lattice points obeys
\begin{equation}
\big[E(\mathbf p)+V+\tfrac12(\nabla V\cdot\mathbf A(\mathbf p)+\mathbf A(\mathbf p)\cdot\nabla V)\big]F=\epsilon F
\label{restated}
\end{equation}
up to terms of order $a^2/L^2$. Among these is the effect of the interband coupling $\nabla V\cdot\mathbf A_{mn}$, with $\mathbf A_{mn}=i\langle u_m|\nabla_{\mathbf k}u_n\rangle$. In two dimensions the connection cannot be removed by a choice of phases if the curvature $\Omega=\partial_{k_x}A_y-\partial_{k_y}A_x$ is nonzero.

Consider a band minimum at $\mathbf k=0$ with fourfold symmetry, and a well $V=\tfrac12\kappa r^2$ centred on a lattice point. Near the minimum $E\simeq E_0+k^2/2m^*$, and in a rotationally symmetric gauge
\begin{equation}
\mathbf A\simeq\tfrac12\Omega(-k_y,k_x),
\label{symmetricA}
\end{equation}
whose curl is $\tfrac12\Omega+\tfrac12\Omega=\Omega$, as it must be. With $\nabla V=\kappa(x,y)$ the correction becomes
\begin{equation}
\nabla V\cdot\mathbf A=\tfrac12\kappa\Omega(-xp_y+yp_x)=-\tfrac12\kappa\Omega L_z,
\qquad L_z=xp_y-yp_x .
\label{lz}
\end{equation}
Symmetrization changes nothing here, because $x$ commutes with $p_y$ and $y$ with $p_x$. The Wannier--Slater equation gives an isotropic oscillator of frequency $\omega=\sqrt{\kappa/m^*}$, whose first excited level is a pair with $L_z=m=\pm1$. The connection splits the pair by
\begin{equation}
\epsilon_{+1}-\epsilon_{-1}=-\kappa\Omega .
\label{splitting}
\end{equation}
The mass does not appear. Two bands with the same energies near the minimum but different $|\Omega|$ have different splittings in the same well, so a fit to $E(\mathbf k)$ alone cannot supply them. If only the sign of $\Omega$ differs, the levels $m=+1$ and $m=-1$ are exchanged.

For the absolute position of the levels, the second-order terms must also be examined. Between Bloch functions of wave vectors $\mathbf K\pm\mathbf q/2$, the Fourier component $V_{\mathbf q}$ of a smooth potential is multiplied by the overlap $\langle u_{\mathbf K+\mathbf q/2}|u_{\mathbf K-\mathbf q/2}\rangle$. Expanding both factors about $\mathbf K$, with $\partial_i=\partial/\partial K_i$ and summation over repeated indices, gives
\begin{align}
\langle u_{\mathbf K+\mathbf q/2}|u_{\mathbf K-\mathbf q/2}\rangle
={}&1+\tfrac12q_i\big(\langle\partial_iu|u\rangle-\langle u|\partial_iu\rangle\big)\nonumber\\
&+q_iq_j\big[\tfrac18\langle\partial_i\partial_ju|u\rangle+\tfrac18\langle u|\partial_i\partial_ju\rangle
-\tfrac14\langle\partial_iu|\partial_ju\rangle\big]+\dots
\end{align}
Normalization gives $\langle\partial_iu|u\rangle=-\langle u|\partial_iu\rangle=iA_i$, so the linear term is $iq_iA_i$. Differentiating $\langle u|u\rangle=1$ twice shows that the two terms with second derivatives add up to $-\tfrac14\mathrm{Re}\langle\partial_iu|\partial_ju\rangle$. The last term contributes the same amount, since $q_iq_j$ selects its symmetric, real part. Hence
\begin{equation}
\langle u_{\mathbf K+\mathbf q/2}|u_{\mathbf K-\mathbf q/2}\rangle
=1+i\mathbf q\cdot\mathbf A-\tfrac12q_iq_j\,(g_{ij}+A_iA_j)+\dots,
\label{overlap}
\end{equation}
where $g_{ij}=\mathrm{Re}\langle\partial_iu|(1-|u\rangle\langle u|)|\partial_ju\rangle$ is the quantum metric and $\langle\partial_iu|u\rangle\langle u|\partial_ju\rangle=A_iA_j$ was used. Since $i\mathbf qV_{\mathbf q}$ is the transform of $\nabla V$, the linear term reproduces the correction in \eqref{restated}, up to a difference of third order in $q$: the symmetrized operator averages $\mathbf A$ over $\mathbf K\pm\mathbf q/2$, whereas \eqref{overlap} takes it at $\mathbf K$. Since $-q_iq_jV_{\mathbf q}$ is the transform of $\partial_i\partial_jV$, the quadratic term is the potential energy of a quadrupole, $\tfrac12\partial_i\partial_jV\,(g_{ij}+A_iA_j)$.

In the well this term contributes $\tfrac12\kappa(g_{xx}+g_{yy})$ at the band minimum, where $\mathbf A=0$. It is proportional to $\kappa$, as is the splitting \eqref{splitting}. The counting in gradients is not violated: a gradient term is $\kappa$ times a distance times $\mathbf A$, but near the minimum $\mathbf A$ is proportional to $k$, and in an oscillator state the product of distance and wave vector is of order one. For the low levels of a well the two terms therefore have the same size. What distinguishes them is that the quadrupole term shifts $m=+1$ and $m=-1$ equally at leading order, while the Berry term moves them in opposite directions. The interband term is of order $\kappa^2r^2g/E_{\rm gap}$. With $r^2\sim1/(m^*\omega)$ and $\kappa=m^*\omega^2$ this is of order $\kappa g\,\omega/E_{\rm gap}$, smaller than the quadrupole shift in a wide well.

A square lattice with two orbitals on each site allows these statements to be compared with a full solution. From here on lengths are in units of $a$ and wave vectors in units of $1/a$. Let $H_0=\mathbf d(\mathbf k)\cdot\boldsymbol\sigma$, with Pauli matrices acting on the two orbitals and
\begin{equation}
\mathbf d=\big(\lambda\sin k_x,\ \lambda\sin k_y,\ \Delta+t(2-\cos k_x-\cos k_y)\big).
\end{equation}
The parameters are round numbers: $\lambda=1.00$ eV, $\Delta=1.50$ eV and $t=0.50$ eV. Both orbitals sit at the lattice point and feel the same $V(\mathbf R)$. The bands are $\pm d$ with $d=|\mathbf d|$, and the upper one is used. Its eigenvector is
\begin{equation}
u=\frac{1}{\sqrt{2d(d+d_z)}}\begin{pmatrix}d+d_z\\ d_x+id_y\end{pmatrix}.
\label{spinor}
\end{equation}
Indeed, the first component of $\mathbf d\cdot\boldsymbol\sigma$ acting on the unnormalized vector is $d_z(d+d_z)+d_x^2+d_y^2=d(d+d_z)$, and the second is $(d+d_z-d_z)(d_x+id_y)=d(d_x+id_y)$. Because $d_z>0$ everywhere, the denominator never vanishes. Equation \eqref{spinor} is thus a smooth periodic gauge, and the Chern number is zero.

The first component of $u$ is real. The second has modulus squared $(d_x^2+d_y^2)/[2d(d+d_z)]$ and phase $\varphi=\arg(d_x+id_y)$. In $i\langle u|\partial_ju\rangle$ the derivatives of the moduli cancel by normalization, and the phase leaves
\begin{equation}
A_j=-\frac{d_x^2+d_y^2}{2d(d+d_z)}\,\partial_j\varphi
=-\frac{d_x\partial_jd_y-d_y\partial_jd_x}{2d(d+d_z)} .
\label{modelA}
\end{equation}
Near $\mathbf k=0$ this is $\mathbf A\simeq(\lambda^2/4\Delta^2)(k_y,-k_x)$. Comparison with \eqref{symmetricA} gives
\begin{equation}
\Omega(0)=-\frac{\lambda^2}{2\Delta^2}=-\frac{1.00}{2\times2.25}=-0.222 .
\end{equation}
To first order in $k$ the eigenvector is $(1,\lambda(k_x+ik_y)/2\Delta)$. Its derivatives at $\mathbf k=0$ are orthogonal to $u$, so $g_{xx}=g_{yy}=\lambda^2/4\Delta^2=0.111$. The curvature from the phase around a small loop and the metric from the overlap of two neighbouring vectors agree with these values.

Expansion of $d^2$ gives $\Delta^2+(\lambda^2+\Delta t)k^2$, and therefore
\begin{equation}
E\simeq\Delta+\tfrac12\Big(\frac{\lambda^2}{\Delta}+t\Big)k^2,
\qquad \frac1{m^*}=0.667+0.500=1.167\ \text{eV}.
\end{equation}
The slow potential is
\begin{equation}
V=V_0\Big[2-\cos\frac{2\pi x}{L}-\cos\frac{2\pi y}{L}\Big],\qquad V_0=0.30\ \text{eV},
\end{equation}
with $\kappa=V_0(2\pi/L)^2$ at the bottom. Its largest value is $4V_0=1.20$ eV, which raises the top of the lower band locally to $-1.50+1.20=-0.30$ eV, well below the levels studied. No state of the lower band therefore comes near them in energy.

The Wannier functions were constructed from \eqref{spinor}, and their matrix elements of $H_0$ and of $x$ were summed directly over the lattice. For four separations they agree with the Fourier coefficients of $E$ and $A_x$. For $\mathbf R=(0,1)$ the element of $x$ is $0.0036\,i$. It would vanish if the denominator in \eqref{modelA} were constant, because $A_x$ contains the factor $\cos k_x$, whose average over $k_x$ is zero. The orders of the neglected terms were tested by doubling $L$ from 30 to 60 and comparing the largest row sums of the matrices. Without the connection, the error of the projected potential falls by a factor 1.98; with it, by 3.88; the interband coupling falls by 1.97. The expected factors are 2, 4 and 2. In a second gauge, in which $u_{\mathbf k}$ is multiplied by $e^{i\theta}$ with $\theta=0.4\sin(k_x+k_y)$, the factors are nearly the same.

For $L=48$ one has $\kappa=5.14$ meV, and the oscillator frequency is $\omega=\sqrt{0.00514\times1.167}=0.077$ eV. The harmonic estimate puts the ground level at $\Delta+\omega=1.577$ eV and the pair at $\Delta+2\omega=1.655$ eV. The complete equations give, in eV,
\begin{equation}
\begin{array}{lccc}
 & \text{ground} & m=-1 & m=+1\\
\text{Wannier--Slater} & 1.574624 & 1.646569 & 1.646569\\
\text{with Berry term} & 1.574624 & 1.646093 & 1.647046\\
\text{full crystal} & 1.575115 & 1.646515 & 1.647468
\end{array}
\label{levels}
\end{equation}
The degeneracy in the first row follows from symmetry. Since $E(\mathbf k)$ is even, the Wannier--Slater operator is real, so $F$ and $F^*$ have the same energy. A state that acquires the factor $i$ under a quarter turn is thus degenerate with one that acquires $-i$. The connection \eqref{modelA} is odd in $\mathbf k$, which makes the Berry term imaginary and removes the degeneracy. The expectation value of an imaginary Hermitian operator in a real state is zero, so the ground level does not move at first order in it.

The full crystal has a splitting of 0.953 meV, and the envelope equation with the Berry term reproduces it with a relative error of 0.05 percent. The sign also agrees. An envelope with $m=\pm1$ is proportional to $k_x\pm ik_y$ near $\mathbf k=0$, so the ratio of its values at $(0,q)$ and $(q,0)$ is $\pm i$. Projection of the full eigenvectors on $u_{\mathbf k}$ gives $-i$ for the lower level and $+i$ for the upper, as \eqref{splitting} requires for negative $\Omega$.

The absolute energies show a less simple picture. For $m=+1$ the Berry term reduces the distance from the full result from 0.899 to 0.422 meV. For $m=-1$ the distance grows from 0.054 to 0.422 meV. The Wannier--Slater value of this level is close to the full one because two omitted terms nearly cancel. In this model $g_{xx}+g_{yy}=|\Omega|$ at the band minimum, so the leading quadrupole shift $\tfrac12\kappa(g_{xx}+g_{yy})$ equals the leading Berry shift $\tfrac12\kappa|\Omega|$, and for $m=-1$ they have opposite signs. If absolute energies are required at this level of accuracy, the quadrupole term must be included together with the connection.

The splitting is far more accurate than the levels, and symmetry accounts for this too. The model satisfies $\sigma_zH_0(-\mathbf k)\sigma_z=H_0(\mathbf k)$, and the gauge \eqref{spinor} satisfies $u_{-\mathbf k}=\sigma_zu_{\mathbf k}$. Hence $g_{ij}$ and $A_iA_j$ are even in $\mathbf k$, and the quadrupole term is a real operator, which cannot split the pair by itself. In the interband term the symmetric product $\partial_iV\partial_jV$ selects the symmetric part of $A_{nm,i}A_{mn,j}$, which is $g_{ij}$. What remains is of third order in the gradients. It has three sources: the difference between $\mathbf A(\mathbf K)$ and the average over $\mathbf K\pm\mathbf q/2$ that the symmetrized operator in \eqref{restated} uses, the cubic term of the overlap \eqref{overlap}, and the part of the interband term, including the dependence of its energy denominator on $\mathbf k$, that is not a real operator. In this model the first two are the largest and have opposite signs, so the small error of the splitting owes something to their cancellation.

The formula $-\kappa\Omega$ is less accurate than the equation from which it was obtained. For $L=48$ it gives $5.14\times0.2222=1.142$ meV, and the full splitting is 0.83 of this. The ratio is 0.70 for $L=24$ and 0.89 for $L=72$. This slow approach can be traced. In the oscillator states $k^2\sim m^*\omega$ and $r^2\sim1/(m^*\omega)$, with $\omega\propto1/L$. The first correction to \eqref{symmetricA} is relatively of order $k^2$, and the first correction to the linear force, from $\sin(2\pi x/L)$, is relatively of order $r^2/L^2$. Both are of order $1/L$, and both reduce the product $\nabla V\cdot\mathbf A$. A quadratic in $1/L$ through the three ratios extrapolates to 0.997. The ground-level shift left by \eqref{restated}, divided by $\tfrac12\kappa(g_{xx}+g_{yy})$, extrapolates to 0.998. Both limits are thus consistent with one. The values for all three wells are in the numerical output.

The initial decision can now be made from the symmetry of the band and the accuracy required. If an isolated band has time-reversal symmetry, its curvature is odd in $\mathbf k$: with $u_{-\mathbf k}=u_{\mathbf k}^*$ for spinless electrons, the definition of $\mathbf A$ gives $\mathbf A(-\mathbf k)=\mathbf A(\mathbf k)$, whose curl is odd. With inversion symmetry, $u_{-\mathbf k}(\mathbf r)=u_{\mathbf k}(-\mathbf r)$ gives an odd connection and an even curvature. With both, the curvature of a nondegenerate spinless band vanishes, and band energies suffice at first order in the gradient once $V$ is read at the Wannier centre. This does not carry over to crystals with spin--orbit coupling, where the two symmetries make every band a Kramers pair with a matrix connection: the model $H_0(\mathbf k)$ for one spin together with $H_0^*(-\mathbf k)$ for the other has both symmetries, and each spin keeps the splitting found above, with opposite order. The quadrupole shift remains, because the metric need not vanish with the curvature. With time reversal alone, the curvature vanishes at $\mathbf k=0$ but may be finite at a pair of minima $\pm\mathbf K$, where it has opposite signs; the order of the split levels is then reversed between the two. Wherever the curvature at the minimum is finite and the pair is degenerate without the connection, $\kappa|\Omega|$ should be compared with the energy differences that the calculation has to resolve. If it is not negligible, the Bloch functions are needed. If anisotropic masses or an anisotropic well already separate the pair by $\delta\gg\kappa|\Omega|$, the Berry term acts only at second order and moves the levels by an amount of order $(\kappa\Omega)^2/4\delta$. They are also needed, whatever the symmetry, if absolute level positions are required to within $\tfrac12\kappa(g_{xx}+g_{yy})$. If the potential changes within a few lattice constants, or if $|\nabla V\cdot\mathbf A_{mn}|$ approaches the gap, the expansion itself fails and several bands must be treated together.

\section*{Computed values}
\begin{verbatim}
lambda = 1.00 eV, Delta = 1.50 eV, t = 0.50 eV
V0 = 0.30 eV, main well L = 48 a
Chern number of upper band = 0.000000
Wannier hopping, R=(0,1): -0.235764 eV
Wannier <w_R|x|w_0>, R=(0,1): imaginary part 0.003555 a
Berry curvature at k=0: -0.222222 a^2
metric g_xx at k=0: 0.111111 a^2
Remainder ratios, L=30 over L=60 (dimensionless):
 gauge twist 0.0: without A 1.984, with A 3.876, interband 1.968
 gauge twist 0.4: without A 1.987, with A 3.887, interband 1.968
Levels for L = 48 a, in eV (ground, m=-1, m=+1):
 Wannier-Slater: 1.574624, 1.646569, 1.646569
 with Berry term: 1.574624, 1.646093, 1.647046
 full crystal: 1.575115, 1.646515, 1.647468
F(0,q)/F(q,0), lower level: imaginary part -1.0000
F(0,q)/F(q,0), upper level: imaginary part 1.0000
L = 24 a: kappa = 20.5617 meV/a^2
 splitting, full crystal: 3.2086 meV
 splitting, with Berry term: 3.2017 meV
 relative error of splitting: 0.215 percent
 wide-well formula -kappa Omega: 4.5693 meV
 full splitting / wide-well formula: 0.7022
 ground level, full minus envelope: 1.6977 meV
 that shift / (kappa tr g / 2): 0.7431
L = 48 a: kappa = 5.1404 meV/a^2
 splitting, full crystal: 0.9533 meV
 splitting, with Berry term: 0.9529 meV
 relative error of splitting: 0.048 percent
 wide-well formula -kappa Omega: 1.1423 meV
 full splitting / wide-well formula: 0.8346
 ground level, full minus envelope: 0.4908 meV
 that shift / (kappa tr g / 2): 0.8593
L = 72 a: kappa = 2.2846 meV/a^2
 splitting, full crystal: 0.4495 meV
 splitting, with Berry term: 0.4494 meV
 relative error of splitting: 0.020 percent
 wide-well formula -kappa Omega: 0.5077 meV
 full splitting / wide-well formula: 0.8854
 ground level, full minus envelope: 0.2292 meV
 that shift / (kappa tr g / 2): 0.9030
splitting ratio extrapolated to wide well: 0.9974
shift ratio extrapolated to wide well: 0.9977
\end{verbatim}
